# Recovering the permittivity of oxidised silicon by immersion ellipsometry: verification in Python

```python
"""
Result under test: oxidised silicon in a transparent liquid with the index of
the oxide has psi and Delta independent of the oxide thickness, and
  eps_Si = eps_a sin(t)^2 [1 + tan(t)^2 ((1-rho)/(1+rho))^2].
Symbols: eps_a = permittivity of the liquid, t = angle of incidence in it,
rho = r_p/r_s = tan(psi) exp(i Delta), r_p = ratio of magnetic amplitudes.
Time factor exp(+i w t): N = n - i k, eps = eps1 - i eps2.
Lengths in nm, angles in degrees unless a name says otherwise.
The reflection amplitudes come from Maxwell's equations, integrated through
the layers by matrix exponentials; no Fresnel or film formula is used there.
"""
import numpy as np
from scipy.linalg import expm
from scipy import constants as const

wavelength = 632.8
angle = 65.0
n_oxide = 1.46
n_liquid = 1.46
N_silicon = 3.88 - 0.02j
eps_silicon = N_silicon**2
eps_oxide = n_oxide**2


def amplitudes(eps_ambient, layers, eps_substrate, theta_deg):
    """r_p, r_s; layers = [(eps, thickness), ...] from the ambient downwards."""
    k0 = 2 * np.pi / wavelength
    theta = np.radians(theta_deg)
    kx2 = eps_ambient * np.sin(theta)**2
    qa = np.sqrt(eps_ambient) * np.cos(theta)
    qs = np.sqrt(complex(eps_substrate - kx2))
    result = []
    for pol in "ps":
        # u = tangential H (p) or E (s); v = scaled derivative, continuous too
        ya = qa / eps_ambient if pol == "p" else qa
        ys = qs / eps_substrate if pol == "p" else qs
        field = np.array([1.0, -1j * ys], dtype=complex)
        for eps, thickness in reversed(layers):
            if pol == "p":
                m = np.array([[0, eps], [-(1 - kx2 / eps), 0]], dtype=complex)
            else:
                m = np.array([[0, 1], [-(eps - kx2), 0]], dtype=complex)
            field = expm(-m * k0 * thickness) @ field
        w = 1j * field[1] / field[0]
        result.append((ya - w) / (ya + w))
    return result


def ratio(eps_ambient, layers, eps_substrate=eps_silicon, theta_deg=angle):
    rp, rs = amplitudes(eps_ambient, layers, eps_substrate, theta_deg)
    return rp / rs


def psi_delta(rho):
    return np.degrees(np.arctan(abs(rho))), np.degrees(np.angle(rho)) % 360


def rho_from(psi, delta):
    return np.tan(np.radians(psi)) * np.exp(1j * np.radians(delta))


def invert(rho, eps_ambient, theta_deg=angle):
    t = np.radians(theta_deg)
    x = (1 - rho) / (1 + rho)
    return eps_ambient * np.sin(t)**2 * (1 + np.tan(t)**2 * x**2)


eps_liquid = n_liquid**2
theta_rad = np.radians(angle)
sin2, cos1, tan2 = np.sin(theta_rad)**2, np.cos(theta_rad), np.tan(theta_rad)**2
thicknesses = [0, 2, 10, 50, 100, 200, 500]

# Bare interface ratio and inversion, for several substrates and angles
for eps_test in (eps_silicon, 30 - 4j, -12 - 1.5j, 5 - 9j):
    for th in (40.0, 65.0, 75.0):
        t = np.radians(th)
        rho_t = ratio(eps_liquid, [(eps_oxide, 137.0)], eps_test, th)
        q_t = np.sqrt(eps_test / eps_liquid - np.sin(t)**2)
        a, b = np.sin(t)**2, q_t * np.cos(t)
        assert abs(rho_t - (a - b) / (a + b)) < 1e-9
        assert abs(invert(rho_t, eps_liquid, th) - eps_test) < 1e-7

print(f"wavelength {wavelength} nm, photon energy "
      f"{const.h * const.c / (const.e * wavelength * 1e-9):.4f} eV")
print(f"angle of incidence {angle} deg")
print(f"index of oxide {n_oxide}, of liquid {n_liquid}")
print(f"silicon n = {N_silicon.real}, k = {-N_silicon.imag}")
print(f"silicon input eps1 = {eps_silicon.real:.4f}, "
      f"eps2 = {-eps_silicon.imag:.4f}")

# Thickness table: amplitudes turn in phase, their ratio stays constant in liquid
rp0, rs0 = amplitudes(eps_liquid, [], eps_silicon, angle)
rho0 = rp0 / rs0
print(f"bare Si in liquid: |r_p|^2 = {abs(rp0)**2:.5f}, "
      f"|r_s|^2 = {abs(rs0)**2:.5f}")
print("d (nm) | air psi, Delta (deg) | liquid psi, Delta (deg) | 2 beta (deg)")
air_psi = []
largest_change = 0.0
for d in thicknesses:
    film = [(eps_oxide, d)]
    pa, da = psi_delta(ratio(1.0, film))
    rp, rs = amplitudes(eps_liquid, film, eps_silicon, angle)
    pl, dl = psi_delta(rp / rs)
    two_beta = 4 * np.pi * d * n_oxide * cos1 / wavelength
    assert abs(rp / rp0 - np.exp(-1j * two_beta)) < 1e-9
    assert abs(rs / rs0 - np.exp(-1j * two_beta)) < 1e-9
    largest_change = max(largest_change, abs(rp / rs - rho0))
    air_psi.append(pa)
    print(f"{d:4d} | {pa:7.3f} {da:8.3f} | {pl:7.3f} {dl:8.3f} | "
          f"{np.degrees(two_beta):8.2f}")
assert largest_change < 1e-10
assert max(air_psi) - min(air_psi) > 10
print(f"largest change of rho in liquid below 1e-10: {largest_change < 1e-10}")

# In air, psi and Delta repeat after one thickness period
period = wavelength / (2 * np.sqrt(eps_oxide - sin2))
assert abs(ratio(1.0, [(eps_oxide, 30.0)])
           - ratio(1.0, [(eps_oxide, 30.0 + period)])) < 1e-9
assert abs(ratio(1.0, [(eps_oxide, 30.0)])
           - ratio(1.0, [(eps_oxide, 30.0 + period / 2)])) > 0.1
print(f"thickness period in air {period:.2f} nm")

# Worked inversion from rounded readings
psi_read, delta_read = (round(float(v), 3) for v in
                        psi_delta(ratio(eps_liquid, [(eps_oxide, 100.0)])))
rho_read = rho_from(psi_read, delta_read)
x_read = (1 - rho_read) / (1 + rho_read)
eps_read = invert(rho_read, eps_liquid)
N_read = np.sqrt(eps_read)
assert abs(eps_read - eps_silicon) < 1e-3
print(f"readings: psi = {psi_read:.3f} deg, Delta = {delta_read:.3f} deg")
print(f"eps_a = {eps_liquid:.4f}, sin^2 = {sin2:.6f}, tan^2 = {tan2:.6f}")
print(f"rho = {rho_read:.6f}")
print(f"x = (1-rho)/(1+rho) = {x_read:.6f}")
print(f"x^2 = {x_read**2:.6f}")
print(f"recovered eps1 = {eps_read.real:.4f}, eps2 = {-eps_read.imag:.4f}")
print(f"recovered n = {N_read.real:.4f}, k = {-N_read.imag:.4f}")

# The same inversion used in air, ignoring a thin oxide
eps_air = invert(ratio(1.0, [(eps_oxide, 2.0)]), 1.0)
assert abs(eps_air - eps_silicon) > 0.1
print(f"air, 2 nm oxide ignored: eps1 = {eps_air.real:.4f}, "
      f"eps2 = {-eps_air.imag:.4f}")


def show_error(label, eps):
    diff = eps - eps_silicon
    print(f"{label}: error eps1 {diff.real:+.4f}, eps2 {-diff.imag:+.4f}")


# Neglected effect: index mismatch; the analyst still assumes a perfect match
fine_grid = np.arange(0.0, 501.0, 5.0)


def mismatch_scan(delta_n):
    eps_true = (n_liquid + delta_n)**2
    rhos = np.array([ratio(eps_true, [(eps_oxide, d)]) for d in fine_grid])
    psi, delta = psi_delta(rhos)
    return np.ptp(psi), np.ptp(delta), invert(rhos, eps_liquid)


delta_n = 0.001
dn_dT = -4e-4
spread_psi, spread_delta, eps_mis = mismatch_scan(delta_n)
half_psi, half_delta, _ = mismatch_scan(delta_n / 2)
assert abs(spread_psi / half_psi - 2) < 0.06
assert abs(spread_delta / half_delta - 2) < 0.06
# without oxide only the wrong liquid permittivity in the inversion matters
assert abs(eps_mis[0] - eps_silicon * (n_liquid / (n_liquid + delta_n))**2) < 1e-8
print(f"liquid index too high by {delta_n}; rough dn/dT {dn_dT} per K: "
      f"{delta_n / dn_dT:+.1f} K")
print(f"  spread over 0-500 nm: psi {spread_psi:.4f} deg, "
      f"Delta {spread_delta:.4f} deg")
show_error("  no oxide", eps_mis[0])
print(f"  largest error, 0-500 nm: eps1 "
      f"{np.max(abs((eps_mis - eps_silicon).real)):.4f}, eps2 "
      f"{np.max(abs((eps_mis - eps_silicon).imag)):.4f}")

# Neglected effect: interface layer, invisible to the constancy test
n_inter, d_inter = 2.0, 0.5
rho_inter = np.array([ratio(eps_liquid, [(eps_oxide, d), (n_inter**2, d_inter)])
                      for d in thicknesses])
assert np.max(abs(rho_inter - rho_inter[0])) < 1e-10
assert abs(rho_inter[0] - rho0) > 1e-4
eps_inter = invert(rho_inter[0], eps_liquid)
error_inter = eps_inter - eps_silicon
assert abs(error_inter.imag) > 5 * abs(error_inter.real)
psi_i, delta_i = psi_delta(rho_inter[0])
print(f"interface layer {d_inter} nm, index {n_inter}: psi = {psi_i:.3f} deg, "
      f"Delta = {delta_i:.3f} deg at every d")
show_error("  interface layer", eps_inter)

# Neglected effects: angle, window retardation, reading errors
psi0, delta0 = psi_delta(rho0)
show_error("true angle larger by 0.01 deg",
           invert(ratio(eps_liquid, [], theta_deg=angle + 0.01), eps_liquid))
show_error("window adds 0.1 deg to Delta",
           invert(rho_from(psi0, delta0 + 0.1), eps_liquid))
show_error("psi read 0.01 deg too high",
           invert(rho_from(psi0 + 0.01, delta0), eps_liquid))
show_error("Delta read 0.01 deg too high",
           invert(rho_from(psi0, delta0 + 0.01), eps_liquid))

print("verified")
```

It prints:

```
wavelength 632.8 nm, photon energy 1.9593 eV
angle of incidence 65.0 deg
index of oxide 1.46, of liquid 1.46
silicon n = 3.88, k = 0.02
silicon input eps1 = 15.0540, eps2 = 0.1552
bare Si in liquid: |r_p|^2 = 0.00788, |r_s|^2 = 0.50499
d (nm) | air psi, Delta (deg) | liquid psi, Delta (deg) | 2 beta (deg)
   0 |  17.745  179.562 |   7.120  178.683 |     0.00
   2 |  17.761  176.455 |   7.120  178.683 |     1.40
  10 |  18.086  164.208 |   7.120  178.683 |     7.02
  50 |  24.401  117.125 |   7.120  178.683 |    35.10
 100 |  41.741   97.774 |   7.120  178.683 |    70.20
 200 |  31.317  258.271 |   7.120  178.683 |   140.41
 500 |  24.944  244.624 |   7.120  178.683 |   351.02
largest change of rho in liquid below 1e-10: True
thickness period in air 276.42 nm
readings: psi = 7.120 deg, Delta = 178.683 deg
eps_a = 2.1316, sin^2 = 0.821394, tan^2 = 4.598910
rho = -0.124878+0.002871j
x = (1-rho)/(1+rho) = 1.285371-0.007497j
x^2 = 1.652123-0.019274j
recovered eps1 = 15.0540, eps2 = 0.1552
recovered n = 3.8800, k = 0.0200
air, 2 nm oxide ignored: eps1 = 14.9727, eps2 = 1.2516
liquid index too high by 0.001; rough dn/dT -0.0004 per K: -2.5 K
  spread over 0-500 nm: psi 0.2134 deg, Delta 2.1045 deg
  no oxide: error eps1 -0.0206, eps2 -0.0002
  largest error, 0-500 nm: eps1 0.2230, eps2 0.1220
interface layer 0.5 nm, index 2.0: psi = 7.127 deg, Delta = 176.836 deg at every d
  interface layer: error eps1 -0.0065, eps2 +0.2177
true angle larger by 0.01 deg: error eps1 -0.0146, eps2 -0.0002
window adds 0.1 deg to Delta: error eps1 +0.0004, eps2 -0.0118
psi read 0.01 deg too high: error eps1 +0.0096, eps2 +0.0003
Delta read 0.01 deg too high: error eps1 +0.0000, eps2 -0.0012
verified
```
